# Debye length at 1 mM: monovalent and symmetric divalent salts compared: a numerical check

```python
# Result under test: in a symmetric z:z electrolyte a small wall potential
# decays over the Debye length
#     lambda = sqrt(eps*kT / (2 z^2 e^2 n)),
# so replacing a 1:1 salt by a 2:2 salt of equal molarity halves lambda.
# eps: permittivity, kT: thermal energy, e: elementary charge,
# n: bulk number density of each ion species, z: valence.
# The formula is compared with numerical solutions of the full nonlinear
# Poisson-Boltzmann equation next to a flat wall.
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded

temperature = 298.15                 # K
relative_permittivity = 78.0         # rough two-figure input for water
e = const.e
kT = const.k * temperature
eps = relative_permittivity * const.epsilon_0

spacing = 0.02e-9                    # grid spacing, m
box_length = 120e-9                  # distance from wall to bulk, m
n_steps = int(round(box_length / spacing))


def debye_length(z, conc, permittivity=eps):
    """Formula under test; conc in mol/m^3, which equals mM."""
    n = const.N_A * conc
    return np.sqrt(permittivity * kT / (2 * z**2 * e**2 * n))


def ion_densities(psi, z, conc):
    """Boltzmann densities of cations and anions at potential psi."""
    n = const.N_A * conc
    return n * np.exp(-z * e * psi / kT), n * np.exp(z * e * psi / kT)


def solve_wall(z, conc, wall_potential):
    """Newton solution of psi'' = -rho/eps on a uniform grid."""
    psi = np.zeros(n_steps + 1)
    psi[0] = wall_potential
    for _ in range(40):
        cations, anions = ion_densities(psi[1:-1], z, conc)
        rho = z * e * (cations - anions)
        rho_slope = -(z * e)**2 * (cations + anions) / kT
        residual = (psi[:-2] - 2 * psi[1:-1] + psi[2:]
                    + spacing**2 * rho / eps)
        bands = np.ones((3, n_steps - 1))
        bands[1] = -2 + spacing**2 * rho_slope / eps
        step = solve_banded((1, 1), bands, -residual)
        psi[1:-1] += step
        if np.max(np.abs(step)) < 1e-11 * wall_potential:
            return psi
    raise RuntimeError("Newton iteration did not converge")


def measured_decay_length(psi):
    """Decay length from the potentials 5 nm and 15 nm from the wall."""
    i = int(round(5e-9 / spacing))
    j = int(round(15e-9 / spacing))
    return (j - i) * spacing / np.log(psi[i] / psi[j])


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


print(f"temperature: {temperature:.2f} K")
print(f"relative permittivity (rough input): {relative_permittivity:.0f}")
print(f"permittivity: {eps:.4e} F/m")
print(f"elementary charge: {e:.4e} C")
print(f"thermal energy kT: {kT:.4e} J")
print(f"thermal voltage kT/e: {1e3 * kT / e:.2f} mV")
print(f"number density of each ion at 1 mM: {const.N_A:.4e} 1/m^3")

# Decay length at a 1 mV wall. The remaining nonlinearity changes the
# measured length by a few parts in 1e5, hence the tolerance 1e-4.
wall = 1e-3
ten_nm = int(round(10e-9 / spacing))
cases = {"1:1 at 1 mM": (1, 1.0), "2:2 at 1 mM": (2, 1.0),
         "2:2 at 0.5 mM": (2, 0.5)}
measured = {}
for name, (z, conc) in cases.items():
    psi = solve_wall(z, conc, wall)
    lam = debye_length(z, conc)
    measured[name] = measured_decay_length(psi)
    assert close(measured[name], lam, 1e-4)
    predicted = wall * np.exp(-10e-9 / lam)
    assert close(psi[ten_nm], predicted, 5e-4)
    print(f"{name}, lambda from formula: {lam * 1e9:.3f} nm")
    print(f"{name}, lambda from grid: {measured[name] * 1e9:.3f} nm")
    print(f"{name}, potential 10 nm from 1 mV wall, grid: "
          f"{psi[ten_nm] * 1e3:.3f} mV")

ratio_molar = measured["2:2 at 1 mM"] / measured["1:1 at 1 mM"]
ratio_charge = measured["2:2 at 0.5 mM"] / measured["1:1 at 1 mM"]
assert close(ratio_molar, 0.5, 2e-4)
assert close(ratio_charge, 1 / np.sqrt(2), 2e-4)
print(f"grid lambda ratio, equal molarity: {ratio_molar:.4f}")
print(f"grid lambda ratio, equal charge conc.: {ratio_charge:.4f}")

# Response to a small potential, by central differences of ion densities.
delta = 1e-5
number_response = {}
charge_response = {}
for z in (1, 2):
    cat_up, an_up = ion_densities(delta, z, 1.0)
    cat_dn, an_dn = ion_densities(-delta, z, 1.0)
    slope = ((an_up - cat_up) - (an_dn - cat_dn)) / (2 * delta)
    number_response[z] = slope
    charge_response[z] = z * e * slope
    assert close(charge_response[z], eps / debye_length(z, 1.0)**2, 1e-5)
number_ratio = number_response[2] / number_response[1]
charge_ratio = charge_response[2] / charge_response[1]
assert close(number_ratio, 2, 1e-5)
assert close(charge_ratio, 4, 1e-5)
print(f"ion-number response, 2:2 over 1:1: {number_ratio:.4f}")
print(f"charge response, 2:2 over 1:1: {charge_ratio:.4f}")

# Local decay length -psi/psi' at a wall outside the linear range.
high_wall = 25e-3
shortening = {}
for z in (1, 2):
    psi = solve_wall(z, 1.0, high_wall)
    gradient = (-3 * psi[0] + 4 * psi[1] - psi[2]) / (2 * spacing)
    local = -psi[0] / gradient
    u = z * e * high_wall / kT
    lam = debye_length(z, 1.0)
    assert close(local, lam * (u / 2) / np.sinh(u / 2), 1e-4)
    shortening[z] = local / lam
    print(f"{z}:{z}, 25 mV wall, z e psi/kT: {u:.3f}")
    print(f"{z}:{z}, 25 mV wall, local decay length: {local * 1e9:.3f} nm")
    print(f"{z}:{z}, 25 mV wall, local length/lambda: {shortening[z]:.3f}")
assert shortening[2] < shortening[1] < 1

# Bare Coulomb energy of two ions one measured decay length apart.
coupling = {}
for z, name in ((1, "1:1 at 1 mM"), (2, "2:2 at 1 mM")):
    energy = (z * e)**2 / (4 * np.pi * eps * measured[name])
    coupling[z] = energy / kT
    print(f"{z}:{z}, Coulomb energy at lambda over kT: {coupling[z]:.3f}")
assert close(coupling[2] / coupling[1], 8, 1e-3)
print(f"ratio of these energies: {coupling[2] / coupling[1]:.3f}")

# Neutral pairs do not screen: keep only the free ions of the 2:2 salt.
paired = 0.10
with_pairs = measured_decay_length(solve_wall(2, 1.0 - paired, wall))
growth = with_pairs / measured["2:2 at 1 mM"]
assert close(growth, 1 / np.sqrt(1 - paired), 2e-4)
print(f"assumed paired fraction: {paired:.2f}")
print(f"2:2 at 1 mM with pairing, grid lambda: {with_pairs * 1e9:.3f} nm")
print(f"growth factor of lambda by pairing: {growth:.4f}")

# Sensitivity to the rough permittivity input.
lam_79 = debye_length(1, 1.0, 79.0 * const.epsilon_0)
change = 100 * (lam_79 / debye_length(1, 1.0) - 1)
print(f"1:1 lambda with relative permittivity 79: {lam_79 * 1e9:.3f} nm")
print(f"change of lambda from 78 to 79: {change:.2f} percent")

print("every check passed")
```

It prints:

```
temperature: 298.15 K
relative permittivity (rough input): 78
permittivity: 6.9063e-10 F/m
elementary charge: 1.6022e-19 C
thermal energy kT: 4.1164e-21 J
thermal voltage kT/e: 25.69 mV
number density of each ion at 1 mM: 6.0221e+23 1/m^3
1:1 at 1 mM, lambda from formula: 9.589 nm
1:1 at 1 mM, lambda from grid: 9.589 nm
1:1 at 1 mM, potential 10 nm from 1 mV wall, grid: 0.352 mV
2:2 at 1 mM, lambda from formula: 4.795 nm
2:2 at 1 mM, lambda from grid: 4.795 nm
2:2 at 1 mM, potential 10 nm from 1 mV wall, grid: 0.124 mV
2:2 at 0.5 mM, lambda from formula: 6.781 nm
2:2 at 0.5 mM, lambda from grid: 6.780 nm
2:2 at 0.5 mM, potential 10 nm from 1 mV wall, grid: 0.229 mV
grid lambda ratio, equal molarity: 0.5000
grid lambda ratio, equal charge conc.: 0.7071
ion-number response, 2:2 over 1:1: 2.0000
charge response, 2:2 over 1:1: 4.0000
1:1, 25 mV wall, z e psi/kT: 0.973
1:1, 25 mV wall, local decay length: 9.221 nm
1:1, 25 mV wall, local length/lambda: 0.962
2:2, 25 mV wall, z e psi/kT: 1.946
2:2, 25 mV wall, local decay length: 4.114 nm
2:2, 25 mV wall, local length/lambda: 0.858
1:1, Coulomb energy at lambda over kT: 0.075
2:2, Coulomb energy at lambda over kT: 0.599
ratio of these energies: 8.000
assumed paired fraction: 0.10
2:2 at 1 mM with pairing, grid lambda: 5.054 nm
growth factor of lambda by pairing: 1.0541
1:1 lambda with relative permittivity 79: 9.650 nm
change of lambda from 78 to 79: 0.64 percent
every check passed
```
